# Valley Degeneracy and the Binding of the Electron-Hole Liquid, part 1

(Sections cited here and not found follow in the second part.)

## 1. The Hartree-Fock minimum and what it cannot contain

Someone who computes whether photoexcited carriers in a many-valley semiconductor condense into droplets must decide where to spend the effort: on the mean-field energy of the actual band structure, or on correlation. The number of valleys looks like a band-structure property, and it lowers the Fermi energy at a given density, so a Hartree-Fock calculation might seem to capture its benefit. For equal electron and hole degeneracy it captures none of it. The Hartree-Fock energy per pair, minimized over density, has the same value for one valley as for six. A calculation meant to show how valleys stabilize the liquid must therefore treat correlation. Diamond has unequal degeneracies, and for it this conclusion needs a small correction, which is worked out below.

### Model and units

The liquid contains \(n\) electrons and \(n\) holes per unit volume. Electrons occupy \(g_e\) equivalent valleys and holes \(g_h\) bands, each with two spin states. One valley or band with one spin is called a flavour, so species \(i=e,h\) has \(2g_i\) flavours. The assumptions are:

- the bands are parabolic and isotropic, with masses \(m_e\) and \(m_h\);
- the Coulomb interaction is reduced by a static dielectric constant \(\varepsilon\) and conserves the flavour of each particle, so there is no intervalley and no electron-hole exchange;
- the temperature is zero, the liquid is uniform, and all flavours of a species are equally filled.

Energies are measured from the band gap. The units are \(\hbar=1\), \(e^2/(4\pi\varepsilon_0\varepsilon)=1\) and reduced mass \(\mu=1\), so that

\[
\frac1{m_e}+\frac1{m_h}=1. \tag{1}
\]

The exciton is then a hydrogen atom with ground-state energy \(-1/2\). This is minus one exciton Rydberg, \(-\mathrm{Ry}_x\), so the energy unit is \(2\,\mathrm{Ry}_x\). The length unit is the exciton radius. The exciton energy does not depend on \(g_e\) or \(g_h\): in this model one electron stays in one valley and one hole in one band, and further valleys only supply further copies of the same state.

### Energy of the filled spheres

The Hartree-Fock state is a Slater determinant of plane waves. Each flavour fills a sphere of radius \(k_i\), which holds \(\tfrac{4\pi}{3}k_i^3/(2\pi)^3=k_i^3/(6\pi^2)\) particles per volume. With \(2g_i\) flavours,

\[
n=\frac{g_i k_i^3}{3\pi^2},\qquad k_i=\left(\frac{3\pi^2 n}{g_i}\right)^{1/3}. \tag{2}
\]

The kinetic energy per particle is the mean of \(k^2/2m_i\) over the sphere:

\[
t_i=\frac{1}{2m_i}\,\frac{\int_0^{k_i}k^4\,dk}{\int_0^{k_i}k^2\,dk}=\frac{3k_i^2}{10m_i}. \tag{3}
\]

In a determinant, particles of different flavour are uncorrelated. Their mean Coulomb energies form the Hartree energy, which vanishes because the positive and negative charge densities cancel everywhere. For two particles of the same flavour the pair density is \(n_f^2-\rho_f(r)^2\), where \(n_f\) is the flavour density and \(\rho_f\) the one-particle density matrix. The second term is the exchange hole. With \(x=k_ir\),

\[
\rho_f(r)=\int_{k<k_i}\!\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf r}
=\frac{1}{2\pi^2r}\int_0^{k_i}\!k\sin(kr)\,dk
=\frac{\sin x-x\cos x}{2\pi^2r^3}
=\frac{k_i^3}{2\pi^2}\frac{j_1(x)}{x}, \tag{4}
\]

where \(j_1(x)=\sin x/x^2-\cos x/x\). The exchange energy per volume is half the Coulomb energy of the holes, summed over flavours:

\[
-\frac12\,2g_i\int d^3r\,\frac{\rho_f^2}{r}
=-g_i\,4\pi\,\frac{k_i^6}{4\pi^4}\int_0^\infty r\,\frac{j_1^2}{x^2}\,dr
=-\frac{g_ik_i^4}{\pi^3}\int_0^\infty\frac{j_1^2}{x}\,dx. \tag{5}
\]

The last step uses \(r\,dr=x\,dx/k_i^2\). The remaining integral follows from \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/x\), which give

\[
\frac{d}{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{x}=-\frac{4j_1^2}{x}.
\]

Since \(j_0^2+j_1^2\) falls from 1 at \(x=0\) to 0 at infinity, the integral equals \(1/4\). Dividing \(-g_ik_i^4/(4\pi^3)\) by \(n\) from (2) gives the exchange energy per particle,

\[
\epsilon_{x,i}=-\frac{3k_i}{4\pi}. \tag{6}
\]

Both (3) and (6) depend on density and degeneracy through \(k_i\) alone. Each flavour has the energy it would have by itself, and adding flavours at fixed \(k_i\) adds identical, independent copies.

### Equal degeneracy

For \(g_e=g_h=g\) the two Fermi wavevectors are equal, \(k_e=k_h=k\). Adding (3) and (6) for both species and using (1),

\[
E_{\rm HF}(k)=\frac{3}{10}k^2-\frac{3}{2\pi}k
=\frac{3}{10}\left(k-\frac{5}{2\pi}\right)^2-\frac{15}{8\pi^2}. \tag{7}
\]

At fixed \(g\), varying the density is the same as varying \(k\), and \(g\) does not appear in (7). The minimum is

\[
E_{\rm HF}^{\min}=-\frac{15}{8\pi^2}=-\frac{15}{4\pi^2}\,\mathrm{Ry}_x\simeq-0.380\,\mathrm{Ry}_x,
\qquad k=\frac{5}{2\pi},\qquad n=\frac{125\,g}{24\pi^5}. \tag{8}
\]

At a fixed density, spreading the carriers over more valleys lowers the kinetic energy, but it also weakens exchange, because fewer particles share a flavour. Once the density is free to adjust, the liquid contracts until each flavour is as full as before, and the two effects cancel. What remains is a denser liquid, with \(n\propto g\), at the same energy per pair. That energy lies above the exciton at \(-1\,\mathrm{Ry}_x\), so for equal degeneracy the equally filled Hartree-Fock liquid is unbound against excitons for every \(g\).

### Unequal degeneracy

Let \(K=(3\pi^2n)^{1/3}\), \(a=g_e^{-1/3}\) and \(b=g_h^{-1/3}\), so that \(k_e=aK\) and \(k_h=bK\). Then

\[
E_{\rm HF}=\frac{3}{10}SK^2-\frac{3}{4\pi}TK,\qquad
S=\frac{a^2}{m_e}+\frac{b^2}{m_h},\qquad T=a+b. \tag{9}
\]

A quadratic \(AK^2-BK\) has the minimum \(-B^2/(4A)\). Here \(B^2/(4A)=\dfrac{9T^2}{16\pi^2}\cdot\dfrac{10}{12S}\), so

\[
E_{\rm HF}^{\min}=-\frac{15}{32\pi^2}\,\frac{(a+b)^2}{a^2/m_e+b^2/m_h}. \tag{10}
\]

A common factor in \(a\) and \(b\) cancels, so only the ratio \(g_e/g_h\) matters. For \(a=b\) the fraction equals 4 by (1), and (8) is recovered.

The gain available from this ratio has a ceiling. Writing \(a=(a/\sqrt{m_e})\sqrt{m_e}\), and likewise for \(b\), the Cauchy-Schwarz inequality gives \((a+b)^2\le S\,(m_e+m_h)\). Therefore

\[
\left|E_{\rm HF}^{\min}\right|\le\frac{15}{8\pi^2}\,\frac{m_e+m_h}{4}. \tag{11}
\]

In ordinary mass units the last factor is \((m_e+m_h)/(4\mu)\). Equality requires \(a/m_e=b/m_h\), that is \(g_e/g_h=(b/a)^3=(m_h/m_e)^3\). For equal masses the factor is 1, and any inequality of the degeneracies then weakens the Hartree-Fock binding.

### Unequal filling of the flavours

The assumption of equal filling can now be relaxed. Let flavour \(f\) of species \(i\) hold a fraction \(x_f\) of that species, with \(\sum_{f\in i}x_f=1\). Its sphere has radius \((6\pi^2nx_f)^{1/3}\), so (9) keeps its form with \((6\pi^2n)^{1/3}\) in place of \(K\) and

\[
S=\sum_i\frac{S_i}{m_i},\quad S_i=\sum_{f\in i}x_f^{5/3},\qquad T=\sum_iT_i,\quad T_i=\sum_{f\in i}x_f^{4/3}.
\]

Because \(x_f^{4/3}=x_f^{1/2}x_f^{5/6}\), the Cauchy-Schwarz inequality gives \(T_i^2\le S_i\). Then \(T^2\le(\sqrt{S_e}+\sqrt{S_h})^2\le S\,(m_e+m_h)\), as before. The ceiling (11) thus holds for every determinant of uniformly filled plane-wave spheres, polarized or not.

This shows where the condition of equal filling matters. With unequal masses, a partly polarized determinant can lie below (8), and the set of available polarizations depends on \(g\). The independence from \(g\) is therefore a statement about the equally filled liquid, and (11) limits how far polarization can violate it.

### Ellipsoidal valleys

Real conduction valleys are often ellipsoids with a longitudinal mass \(m_l\) and a transverse mass \(m_t\). Put \(r=m_t/m_l\) and define the density-of-states mass by \(m_d^3=m_lm_t^2\). The substitution \(k_j=\sqrt{m_j/m_d}\,\kappa_j\) preserves volume and turns the ellipsoid into a sphere with mass \(m_d\), so (3) holds with \(m_d\). In real space the matching substitution is \(r_j=\sqrt{m_d/m_j}\,r'_j\). The density matrix is then spherical in \(\mathbf r'\), and exchange is multiplied by the angular average of \(r'/|\mathbf r|\). Since \(m_d/m_l=r^{2/3}\) and \(m_d/m_t=r^{-1/3}\),

\[
\phi=\int_0^1\frac{dc}{\sqrt{r^{2/3}c^2+r^{-1/3}(1-c^2)}}
=r^{1/6}\int_0^1\frac{dc}{\sqrt{1-(1-r)c^2}}
=r^{1/6}\,\frac{\arcsin\sqrt{1-r}}{\sqrt{1-r}}. \tag{12}
\]

For \(r=0.2\) this gives \(\phi=0.947\). If the filled region keeps this shape, then with equal degeneracy the linear term of (7) is multiplied by \((1+\phi)/2\) and the minimum by \([(1+\phi)/2]^2\). Exchange favours a rounder region, so adjusting the shape recovers part of the loss. The value changes, but it still does not depend on \(g\), because each flavour adjusts in the same way.

### Where the gain must come from

Consider the true ground-state energy per pair of the model, at its lowest over density, with \(g_e=g_h=g\). Suppose valleys and bands are added so that \(g\) becomes \(g'>g\). Every state of the smaller system is still a state of the larger one, with the new flavours empty and the same energy, because the interaction conserves flavour. By the variational principle,

\[
E^{\min}(g')\le E^{\min}(g). \tag{13}
\]

Define the correlation energy at the minimum as \(E^{\min}(g)-E_{\rm HF}^{\min}\), with the equally filled Hartree-Fock value (8). This reference is the same for \(g\) and \(g'\), so any lowering in (13) is a lowering of the correlation energy.

The argument has two limits. It does not show that the inequality is strict. It also concerns the lowest state of any kind, which could be a gas of excitons or of larger complexes instead of a liquid. Both limits call for an explicit correlation energy of the liquid.

## 2. Correlation, and a diamond-like example

The symbols carried over are these. The pair density is \(n\), the degeneracies are \(g_e\) and \(g_h\), and the masses satisfy \(1/m_e+1/m_h=1\) in units of the reduced mass. The energy unit is \(2\,\mathrm{Ry}_x\), and the exciton lies at \(-1/2\). For equal degeneracy \(g\), both species have Fermi wavevector \(k\) with \(n=gk^3/(3\pi^2)\), and the Hartree-Fock energy per pair (7) is a function of \(k\) alone, with minimum \(-15/(8\pi^2)\). For unequal degeneracies the minimum is (10), limited by (11).

### Correlation energy from the charge response

Multiply the interaction by \(\lambda\), with \(0\le\lambda\le1\), at fixed density. The derivative of the ground-state energy with respect to \(\lambda\) is the expectation value of the interaction,

\[
\langle W\rangle_\lambda=\frac{1}{2V}\sum_{\mathbf q\ne0}v_q\left[\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle_\lambda-N\right],\qquad v_q=\frac{4\pi}{q^2}, \tag{14}
\]

where \(\rho_{\mathbf q}\) is the Fourier component of the total charge, \(V\) the volume and \(N\) the number of all particles. Define the response at imaginary frequency through the excited states \(s\) with excitation energies \(\omega_s\):

\[
\chi_\lambda(q,i\omega)=\frac1V\sum_s|\langle s|\rho_{\mathbf q}|0\rangle|^2\frac{2\omega_s}{\omega_s^2+\omega^2}. \tag{15}
\]

Because \(\int_0^\infty 2\omega_s\,d\omega/(\omega_s^2+\omega^2)=\pi\), the correlation function in (14) is \(\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle_\lambda=(V/\pi)\int_0^\infty\chi_\lambda\,d\omega\). At \(\lambda=0\) the state is the filled-sphere determinant, for which \(\langle W\rangle_0\) is the exchange energy. Subtracting it leaves the correlation energy per volume,

\[
\frac{E_c}{V}=\frac{1}{2\pi}\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!d\omega\int_0^1\!d\lambda\;v_q\left(\chi_\lambda-\chi_0\right). \tag{16}
\]

The random-phase approximation (RPA) lets every flavour respond as a free gas to the total potential, external plus induced. The induced charge is then \(\delta\rho=-\chi_0(\varphi+\lambda v_q\delta\rho)\), which gives

\[
\chi_\lambda=\frac{\chi_0}{1+\lambda v_q\chi_0}. \tag{17}
\]

Electrons and holes add in \(\chi_0\), because each contribution contains the square of the charge. With \(\int_0^1 v\chi_0\,d\lambda/(1+\lambda v\chi_0)=\ln(1+v\chi_0)\),

\[
\frac{E_c}{V}=\frac1{2\pi}\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!d\omega\left[\ln(1+v_q\chi_0)-v_q\chi_0\right]. \tag{18}
\]

For free particles, \(\chi_0=g_eP_e+g_hP_h\), where \(P_i\) belongs to one valley with both spins. An excitation takes a particle from \(\mathbf k\) inside the sphere to \(\mathbf k+\mathbf q\) outside, at the energy cost \(\Delta=(q^2/2+\mathbf k\cdot\mathbf q)/m_i>0\). The condition that the final state is empty may be dropped from the sum. The extra terms have both states occupied, and they cancel in pairs under \(\mathbf k\to-\mathbf k-\mathbf q\), which reverses the sign of \(\Delta\). Hence

\[
P_i=2\int_{k<k_i}\!\frac{d^3k}{(2\pi)^3}\frac{2\Delta}{\Delta^2+\omega^2}
=\frac{m_i}{2\pi^2q}\int_0^{k_i}\!k\,dk\,\ln\frac{(q^2/2+kq)^2+m_i^2\omega^2}{(q^2/2-kq)^2+m_i^2\omega^2}. \tag{19}
\]

The second form follows from the angular integral: with \(c\) the cosine between \(\mathbf k\) and \(\mathbf q\), \(d\Delta=(kq/m_i)\,dc\), and \(2\Delta/(\Delta^2+\omega^2)\) is the derivative of \(\ln(\Delta^2+\omega^2)\). The integral (19) has a closed form, which the program uses after checking it against direct quadrature; (18) is evaluated numerically. As a check on the quadrature, a one-component gas at \(r_s=0.001\) and \(0.002\) gives a correlation energy that changes with \(\ln r_s\) at the rate 0.03106 hartree, against the analytic high-density value \((1-\ln2)/\pi^2=0.03109\).

For equal degeneracy, the equally filled Hartree-Fock minimum does not depend on the number of valleys, and the RPA correlation energy is now available in (18). It remains to show how that energy changes with degeneracy, and to estimate its size and the neglected effects for a diamond-like liquid.
